# Magnetic-Field Suppression of Source-Drain Tunnelling through a Rectangular Channel Barrier

## A field confined to a line

Consider electrons in a plane, with a barrier of length $L$ along $x$ and translational symmetry along $y$. The top of the barrier lies $\varphi>0$ above the total energy $E$ of the electron. If the transverse momentum is $\hbar q$, the kinetic energy $\hbar^2q^2/2m$ is tied up in motion along $y$, and the decay constant along $x$ is

$$
\kappa_x=\sqrt{\kappa^2+q^2},\qquad \kappa=\frac{\sqrt{2m\varphi}}{\hbar}. \tag{1}
$$

Define the tunnelling exponent $S$ by writing the transmission probability as $T\sim e^{-S}$. The amplitude decays as $e^{-\kappa_xL}$, so squaring it gives $S=2\kappa_xL$. For $|q|\ll\kappa$,

$$
S\simeq 2\kappa L+\frac{Lq^2}{\kappa}. \tag{2}
$$

Now put a magnetic field, normal to the plane, on a thin line halfway through the barrier. Crossing the line changes the transverse wave number from $q$ to $q+\beta$. Each half of the barrier has length $L/2$, and therefore

$$
S\simeq2\kappa L+\frac{L}{2\kappa}\left[q^2+(q+\beta)^2\right]. \tag{3}
$$

The derivative with respect to $q$ vanishes at $q=-\beta/2$. The electron does best to enter with half the kick in one direction and leave with half in the other. The bracket is then $\beta^2/2$, and the exponent has risen by $\beta^2L/(4\kappa)$.

If the line carries the same flux as a uniform field $B$ over the barrier, then $\beta=eBL/\hbar$ and the rise is $(eB/\hbar)^2L^3/(4\kappa)$. Two powers of length come from the square of the momentum kick and one from the distance over which its cost is paid. Spreading the field uniformly keeps these powers and changes the coefficient.

## The uniform field

Let the charge be $-e$, with $e>0$, and let the in-plane mass $m$ be isotropic. The field $B>0$ points along $z$. We hold $E$, $\varphi$ and $L$ fixed as $B$ changes, and leave spin out for now. In the Landau gauge $\mathbf A=(0,Bx,0)$ the mechanical momentum is $\mathbf p+e\mathbf A$, and the wave equation in the barrier is

$$
\frac{1}{2m}\left[p_x^2+(p_y+eBx)^2\right]\psi=-\varphi\,\psi. \tag{4}
$$

The coordinate $y$ does not appear in the coefficients, so we may set $\psi=e^{iky}f(x)$. Then $p_y$ becomes $\hbar k$ and $p_x^2$ becomes $-\hbar^2d^2/dx^2$. Multiplying by $2m/\hbar^2$ and rearranging gives

$$
f''=\left[\kappa^2+(k+bx)^2\right]f,\qquad b=\frac{eB}{\hbar}. \tag{5}
$$

In Hartree atomic units $b$ is numerically equal to $B$. The conserved number is $k$. The mechanical transverse wave number is

$$
q(x)=k+bx, \tag{6}
$$

which changes by $bL$ between source and drain. This is the kick of the opening example, now delivered gradually.

For a slowly varying decay constant $\kappa_x(x)=\sqrt{\kappa^2+q^2}$, the leading WKB solution decays as $\exp(-\int\kappa_x\,dx)$. Squaring the amplitude gives

$$
S(k)=2\int_0^L\sqrt{\kappa^2+(k+bx)^2}\,dx. \tag{7}
$$

Slow variation means $|\kappa_x'|\ll\kappa_x^2$. Since $\kappa_x'=bq/\kappa_x$, and $|q|\le bL/2$ on the optimal path found below, it suffices that $b^2L/(2\kappa^3)\ll1$.

## The minimum over transverse momentum

Measure position from the middle of the barrier, $u=x-L/2$, and define $p=k+bL/2$, the transverse wave number at the middle. Then $q=p+bu$ and

$$
S(p)=2\int_{-L/2}^{L/2}\sqrt{\kappa^2+(p+bu)^2}\,du. \tag{8}
$$

Replacing $p$ by $-p$ and $u$ by $-u$ leaves this integral unchanged, so $S$ is an even function of $p$ and $p=0$ is stationary. Differentiating twice under the integral gives

$$
\frac{d^2S}{dp^2}=2\int_{-L/2}^{L/2}\frac{\kappa^2}{(\kappa^2+q^2)^{3/2}}\,du>0. \tag{9}
$$

The function is strictly convex, so $p=0$ is its single minimum. Equivalently,

$$
k_{\min}=-\frac{bL}{2},\qquad q(0)=-\frac{bL}{2},\qquad q(L)=+\frac{bL}{2}. \tag{10}
$$

The source must be able to supply this momentum. If $k_F$ is the wave number in the leads at energy $E$, we need $bL/2<k_F$.

At the minimum the integrand is even in $u$. Bounds on the square root give the weak-field law with a controlled error. For $z\ge0$,

$$
1+\frac z2-\frac{z^2}{8}\le\sqrt{1+z}\le1+\frac z2. \tag{11}
$$

The upper bound holds because the square root is concave and lies below its tangent. The lower bound holds because the third derivative, $\tfrac38(1+z)^{-5/2}$, is positive, so the Taylor remainder after the quadratic term is not negative. Put $z=b^2u^2/\kappa^2$ and multiply by $2\kappa$. The two integrals needed are

$$
\int_{-L/2}^{L/2}u^2du=\frac{L^3}{12},\qquad
\int_{-L/2}^{L/2}u^4du=\frac{L^5}{80}. \tag{12}
$$

The quadratic term contributes $(b^2/\kappa)(L^3/12)$, and the quartic term $-(b^4/4\kappa^3)(L^5/80)$. With $\Delta S=S_{\min}-2\kappa L$,

$$
\frac{b^2L^3}{12\kappa}-\frac{b^4L^5}{320\kappa^3}\le\Delta S\le\frac{b^2L^3}{12\kappa}. \tag{13}
$$

Hence, for $bL\ll2\kappa$,

$$
\boxed{\Delta S\simeq\frac{b^2L^3}{12\kappa}
=\frac{e^2B^2L^3}{12\hbar\sqrt{2m\varphi}}.} \tag{14}
$$

In atomic units this is $B^2L^3/(12\sqrt{2m\varphi})$. The coefficient is one third of that for the same flux on a central line. The error relative to (14) is at most $3b^2L^2/(80\kappa^2)$.

The weak-field condition does not require $\Delta S$ itself to be small. With $t=bL/(2\kappa)$, equation (14) reads $\Delta S\simeq\kappa Lt^2/3$, which can exceed one in an opaque barrier even when $t\ll1$.

## Other momenta and stronger fields

An electron that enters with no transverse momentum has $k=0$, not the value in (10). Expanding (7) for this case gives

$$
S(0)-2\kappa L\simeq\frac{b^2}{\kappa}\int_0^Lx^2dx=\frac{b^2L^3}{3\kappa}. \tag{15}
$$

Normal incidence thus costs four times the minimum. The electron acquires all its transverse momentum with one sign, instead of balancing the two ends.

The integral at the minimum can also be done in closed form. The antiderivative of $\sqrt{\kappa^2+b^2u^2}$ is

$$
\frac u2\sqrt{\kappa^2+b^2u^2}+\frac{\kappa^2}{2b}\sinh^{-1}\frac{bu}{\kappa}. \tag{16}
$$

It is odd in $u$, so the two limits contribute equally. Including the factor 2 in (8),

$$
S_{\min}=\kappa L\left[\sqrt{1+t^2}+\frac{\sinh^{-1}t}{t}\right]. \tag{17}
$$

For small $t$ the two terms are $1+t^2/2$ and $1-t^2/6$ through second order. Their sum is $2+t^2/3$, which recovers (14). For $t\gg1$ the first term dominates and $S_{\min}\simeq\kappa Lt=bL^2/2$. The quadratic dependence on field has then become linear. This limit needs $k_F>bL/2\gg\kappa$, so the source kinetic energy must greatly exceed $\varphi$.

## From the minimum exponent to the current

A wide channel admits many values of $k$. To second order in $q/\kappa$, equation (8) gives

$$
S(p)\simeq2\kappa L+\frac1\kappa\int_{-L/2}^{L/2}(p+bu)^2du
=2\kappa L+\frac{Lp^2}{\kappa}+\frac{b^2L^3}{12\kappa}, \tag{18}
$$

because the cross term is odd and integrates to zero. Summing $e^{-S}$ over $p$ gives a Gaussian integral $\sqrt{\pi\kappa/L}$ that does not depend on $B$. At leading order the summed transmission therefore falls by the same factor $e^{-\Delta S}$ as its largest term.

Corrections to this statement are smaller than $\Delta S$ by powers of $1/(\kappa L)$. One comes from the quartic term $-q^4/(4\kappa^3)$ in the integrand of (8), once the factor 2 before the integral is included. Its part proportional to $p^2b^2$ is $-6p^2b^2u^2/(4\kappa^3)$, which integrates to $-p^2b^2L^3/(8\kappa^3)$. The Gaussian weight has mean square $\langle p^2\rangle=\kappa/(2L)$, so the average is $-b^2L^2/(16\kappa^2)$. Relative to (14), this is $-3/(4\kappa L)$.

The edges also contribute. Suppose the leads are field-free and the barrier edges abrupt. Let $k_1,k_2$ be the longitudinal wave numbers in source and drain, and $\kappa_1,\kappa_2$ the decay constants just inside the two edges. Matching a wave and its slope at the source gives an entering amplitude $2k_1/(k_1+i\kappa_1)$. The WKB wave carries it across with the factor $\sqrt{\kappa_1/\kappa_2}\,e^{-S/2}$, and matching at the drain gives the factor $2\kappa_2/(\kappa_2-ik_2)$. Here $\kappa_x'$ at the edges and repeated reflections are neglected. The flux ratio is

$$
T\simeq\frac{16\,k_1k_2\kappa_1\kappa_2}
{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)}\,e^{-S}. \tag{19}
$$

At the minimum both edges have $q^2=b^2L^2/4$. Thus $k_1k_2=k_F^2-q^2$ and $\kappa_1\kappa_2=\kappa^2+q^2$, while each factor in the denominator stays equal to $k_F^2+\kappa^2$. To order $b^2$,

$$
\Delta(-\ln T)\simeq\Delta S+\frac{b^2L^2}{4}
\left(\frac1{k_F^2}-\frac1{\kappa^2}\right). \tag{20}
$$

The last term is smaller than $\Delta S$ by a factor of order $1/(\kappa L)$ when $k_F$ is comparable with $\kappa$. It vanishes for $k_F=\kappa$.

That case separates the exponent from the leading edge correction. We solved (5) numerically by a Runge-Kutta method, matched it to plane waves in field-free leads, and set $k_F=\kappa$ and $bL=0.1\kappa$. The computed rise of $-\ln T$ at the best momentum, divided by (14), is 1.0000, 0.9998 and 0.9997 for $\kappa L=20$, 40 and 80. For the transmission integrated over momentum the ratios are 0.988, 0.987 and 0.992. At fixed $bL=0.1\kappa$ the limit for a very opaque barrier is not one but $1-3b^2L^2/(80\kappa^2)=0.9996$, set by the quartic term in (13), and the integrated ratios do not approach it monotonically. The term $-3/(4\kappa L)$ alone would give 0.963, 0.981 and 0.991; once the constant 0.0004 is also subtracted, the computed ratios exceed these values by about $10/(\kappa L)^2$ at all three opacities.

## A short silicon channel at low temperature

Take rough values for a cryogenic silicon n-channel transistor on a (001) surface: $m=0.19\,m_e$ for the lower valley pair, $L=10$ nm, $\varphi=0.10$ eV, a source Fermi energy of 0.07 eV, and a temperature of 4.2 K. The field is 10 T, a strong laboratory field. Equations (1) and (5) give

$$
\kappa=0.706\ \mathrm{nm^{-1}},\qquad b=0.01519\ \mathrm{nm^{-2}}. \tag{21}
$$

The zero-field exponent is $2(0.706)(10)=14.1$. The weak-field parameter is $t=0.108$, and the law gives

$$
\Delta S\simeq\frac{(0.01519)^2(10)^3}{12(0.706)}=0.0272. \tag{22}
$$

The factor $e^{-\Delta S}$ is 0.973, a reduction of 2.7%. The required edge wave number, $bL/2=0.076\ \mathrm{nm^{-1}}$, lies well below $k_F=0.591\ \mathrm{nm^{-1}}$.

Minimizing the integral (7) numerically shows the powers at work. Halving $B$ at fixed $L$ divides the rise by 3.99. Doubling $L$ at fixed $B$ multiplies it by 7.96, to 0.216. The small departures from 4 and 8 have the sign of the negative quartic correction in (13).

The effect is easily imitated by a change in barrier height. Since $S_0=2\kappa L\propto\sqrt\varphi$, a small change $\delta\varphi$ alters it by $S_0\delta\varphi/(2\varphi)$. Setting this equal to $\Delta S$ gives $\delta\varphi=0.39$ meV for the exponent alone. Within this model, an experiment seeking the 10 T effect would need the barrier height to stay constant to well below that amount.

At $\kappa L=7.1$ the prefactor is not negligible. Equation (20) adds about 0.005 to the rise, for a total of 0.032. Numerical solution of (5) with field-free leads also gives 0.032 at the best momentum, 17% above the exponent law. The momentum-integrated transmission gives 0.042, or 56% above it. Higher terms in $1/(\kappa L)$ and the narrowing of the momentum window open in both leads can both enter this larger excess; the calculation does not apportion it. For so short a barrier, (14) describes the exponent and gives the size of the current change only roughly.

## Spin, barrier shape and the real device

Spin matters at once. With $g=2$ in all regions and a common total energy, the Zeeman energy moves the barrier by $\pm0.58$ meV. For the favoured spin the exponent changes by $-0.041$, which is linear in $B$ and larger than the orbital rise. The two together give about $-0.014$, so the minimum exponent taken over spin as well as momentum would fall at 10 T. In the momentum-integrated transmission of the favoured spin, where the orbital rise is 0.042, the two changes nearly cancel. If both spins are equally supplied, the linear changes cancel in the average transmission. What remains shifts $-\ln T$ by $-0.0009$, about 3% of the orbital rise.

The rectangular profile is the assumption most plainly broken in a short transistor, where the potential is rounded. Consider a parabolic barrier with the same peak height and the same zero-field tunnelling length $L$. At $p=0$ its squared decay constant is

$$
\kappa^2\left(1-\frac{4u^2}{L^2}\right)+b^2u^2=\kappa^2-c^2u^2,\qquad
c^2=\frac{4\kappa^2}{L^2}-b^2. \tag{23}
$$

For $p\ne0$, adding $p^2+2pbu$ and completing the square replaces $\kappa^2$ by $\kappa^2+p^2(1+b^2/c^2)$, so $p=0$ is again the minimum. The integral between turning points is half the area of an ellipse with semi-axes $\kappa$ and $\kappa/c$. Hence

$$
S_{\min}=\frac{\pi\kappa^2}{c}=\frac{\pi\kappa L}{2\sqrt{1-t^2}}
\simeq\frac{\pi\kappa L}{2}+\frac{\pi b^2L^3}{16\kappa}. \tag{24}
$$

The powers of field and length survive, but the coefficient is $3\pi/4\simeq2.4$ times that in (14). For the example the zero-field exponent is 11.1 and the rise is 0.065. Two things enlarge the rise. The zero-field decay constant is lower than in the rectangle, and the mean of its inverse is larger by a factor $\pi/2$. The transverse momentum is also greatest near the ends, where the decay constant is smallest, which gives a further factor $3/2$.

Drain bias has a milder effect. If 50 mV lowers the barrier linearly from 0.10 eV at the source to 0.05 eV at the drain, with $L$ fixed, numerical minimization gives a rise of 0.032 in the exponent. Nonparabolicity may be estimated from $\hbar^2k^2/2m=E'(1+\alpha E')$, where $E'=-\varphi$ is measured from the barrier top. With a rough $\alpha=0.5\ \mathrm{eV^{-1}}$, $\kappa$ falls by 2.5% and $\Delta S$ rises by nearly the same fraction.

The higher silicon valleys have an anisotropic in-plane mass. In a triangular confining well, the lowest level is $a_1(\hbar^2e^2F^2/2m_z)^{1/3}$, where $F$ is the surface field, $m_z$ the mass normal to the surface, and $-a_1$ the first zero of the Airy function. At a rough $F=0.5$ MV/cm, normal masses of 0.916 and $0.19\,m_e$ give a splitting of 76 meV. Raising the barrier by this amount makes $e^{-S}$ for higher valleys with the light mass along $x$ about 1% of that for the lower pair. This figure depends strongly on the surface field under the barrier: at 0.1 MV/cm the splitting is 26 meV and the ratio about 18%. These figures are for a channel along $\langle100\rangle$. If the source supplies these valleys at the same Fermi energy, their heavy transverse mass roughly doubles the momentum-summed ratio, to 2% and 38%. For a channel along $\langle110\rangle$ all four higher valleys tunnel with the mass $2m_lm_t/(m_l+m_t)=0.315\,m_e$, where $m_l=0.916\,m_e$ and $m_t=0.19\,m_e$, and the ratios of $e^{-S}$ drop to $5\times10^{-5}$ and 0.2%. The second subband of the lower pair lies 82 meV and 28 meV up at the two fields, and its factor $e^{-S}$ is 0.7% and 16% of that of the lowest.

Temperature decides whether tunnelling is the relevant current. At 300 K the thermal factor $e^{-\varphi/k_BT}$ is 0.021, far above $e^{-S_0}=7\times10^{-7}$. The two factors become equal near 82 K; prefactors and the integration over energy, left out of this comparison, shift the temperature at which the currents themselves are equal. In linear response, transmission below the barrier top carries half the conductance near 115 K for the rectangular barrier and near 200 K for the parabolic one. At 300 K its share is about 3% and 30% respectively, so emission over the barrier is the larger part, and the law cannot be carried over to the total leakage. At 4.2 K, $k_BT|dS/dE|=0.026$, and the exponent changes little over the thermal spread of energies. A drain bias much larger than $k_BT/e$ also lets electrons of lower energy contribute, with larger $\varphi$ and smaller $k_F$. The numbers given here are for a single energy, not for the total current under such a bias.

Two conditions concern the source and the width. For a rough source mobility $\mu=100\ \mathrm{cm^2/Vs}$, $\mu B=0.10$. Scattering then interrupts the cyclotron motion well before an orbit is complete, and Landau levels are unresolved. The same mobility gives a mean free path $\hbar k_F\mu/e$ of only 3.9 nm, about $2.3/k_F$, so the transverse wave number in such a source is not sharply defined. The plane-wave leads used for the prefactor and the numerical currents are therefore an idealization of this device. A clean source with resolved levels would restrict the available momenta. Finally, the Gaussian in (18) has momentum width $\sqrt{\kappa/(2L)}$, which corresponds to a transverse length $\sqrt{2L/\kappa}=5.3$ nm. A planar channel much wider than this can be treated as translationally symmetric. In a fin or nanowire with a comparable width across the field, $k$ is not conserved and (14) does not apply.
